# Sucher's symmetric level-shift formula and its error at finite switching rate, part 1

(Sections cited here and not found follow in the second part.)

Take a system of two levels with energies $E_a=-0.5$ and $E_b=0.3$ hartree, and perturb it by a matrix $V$ with elements $V_{aa}=0.05$, $V_{bb}=-0.03$ and $V_{ab}=V_{ba}=v=0.1$ hartree. Diagonalization shows that the perturbation raises the lower level by $0.036369$ hartree, or $0.98966$ eV. Now switch the perturbation on and off in time with the factor $e^{-\epsilon|t|}$, start the system in the lower level $|a\rangle$ in the remote past, and ask for the amplitude $S$ to find it there in the remote future. Numerical integration gives $S=0.648-0.760i$ for $\epsilon=0.1$ hartree and $S=-0.162-0.987i$ for $\epsilon=0.05$ hartree. The modulus is close to one, but the amplitude shows no sign of settling as the switching is made slower. Yet if the perturbation is multiplied by a strength $\lambda$, the combination $(i\epsilon\lambda/2)\,\partial_\lambda\ln S$ at $\lambda=1$ takes the values $0.036111-0.000078i$ and $0.036302-0.000010i$ hartree for the same two rates, and these approach the level shift. The statement that they must do so,

$$\Delta E=\lim_{\epsilon\to0}\;\frac{i\epsilon\lambda}{2}\,\frac{\partial_\lambda S}{S}\bigg|_{\lambda=1},\tag{1}$$

is Sucher's symmetric level-shift formula. The derivative is taken at fixed $\epsilon>0$, then $\lambda$ is set to one, and the limit $\epsilon\to0$ comes last.

Hartree atomic units are used, so $\hbar=1$ and the rate $\epsilon$ is an energy. The Hamiltonian is $H(g)=H_0+gV$ with $H_0$ and $V$ Hermitian on a space of finite dimension, and $H_0|a\rangle=E_a|a\rangle$ with $E_a$ non-degenerate. The coupling is $g(t)=\lambda e^{-\epsilon|t|}$ with real $\lambda$, and $H$ without argument means $H(\lambda)$. The shift $\Delta E(\lambda)$ is defined by the eigenvalue $E_a+\Delta E$ of $H(\lambda)$ that joins $E_a$ continuously at $\lambda=0$. In the interaction picture $V_I(t)=e^{iH_0t}Ve^{-iH_0t}$, and the evolution operator obeys $i\partial_tU(t,t_0)=g(t)V_I(t)U(t,t_0)$ with $U(t_0,t_0)=1$. Iterating the integral form of this equation gives the Dyson series

$$U(t,t_0)=\sum_{n=0}^\infty(-i)^n\int_{t_0}^{t}\!dt_1\int_{t_0}^{t_1}\!dt_2\cdots\int_{t_0}^{t_{n-1}}\!dt_n\;g(t_1)V_I(t_1)\cdots g(t_n)V_I(t_n).\tag{2}$$

Since $\int_{-\infty}^\infty e^{-\epsilon|t|}dt=2/\epsilon$ and the ordered region is one of $n!$ equivalent ones, the $n$-th term has norm at most $(2|\lambda|\,\|V\|/\epsilon)^n/n!$. For $\epsilon>0$ the series therefore converges for every $\lambda$, also with infinite limits of time, and may be differentiated term by term. The bound itself grows as $\epsilon^{-n}$, so nothing yet guarantees a limit of slow switching.

The adiabatic amplitude is $S=\langle a|U(\infty,-\infty)|a\rangle$. It splits at $t=0$, where the coupling is full and the two pictures coincide. With $U(\infty,-\infty)=U(\infty,0)U(0,-\infty)$ and $U(\infty,0)=U(0,\infty)^\dagger$,

$$S=\langle\phi_-|\phi_+\rangle,\qquad|\phi_+\rangle=U(0,-\infty)|a\rangle,\qquad|\phi_-\rangle=U(0,+\infty)|a\rangle.\tag{3}$$

The state $\phi_+$ has grown out of $|a\rangle$ in the past, and $\phi_-$ will turn into $|a\rangle$ in the future. Both have unit norm because $U$ is unitary.

The exponential form of the switching ties a shift in time to a change of $\lambda$. Take $t\le0$ and $t_0=-\infty$ in (2), so that all $t_k\le0$ and $g(t_k)=\lambda e^{\epsilon t_k}$, and substitute $t_k=t+s_k$ with $s_k\le 0$. Each coupling becomes $(\lambda e^{\epsilon t})e^{\epsilon s_k}$, and each operator becomes $V_I(t+s_k)=e^{iH_0t}V_I(s_k)e^{-iH_0t}$. The inner exponentials cancel between neighbours in the product, and what remains is

$$U_\lambda(t,-\infty)=e^{iH_0t}\,U_{\lambda e^{\epsilon t}}(0,-\infty)\,e^{-iH_0t}.$$

Acting on $|a\rangle$, the last factor gives $e^{-iE_at}$. The Schrödinger-picture state $|\psi(t)\rangle=e^{-iH_0t}U_\lambda(t,-\infty)|a\rangle$ is therefore $e^{-iE_at}|\phi_+(g(t))\rangle$, where $\phi_+(g)$ is the vector of (3) computed with strength $g$. It obeys $i\partial_t\psi=H(g(t))\psi$. With $\dot g=\epsilon g$, the left side is $e^{-iE_at}(E_a\phi_++i\epsilon g\,\partial_g\phi_+)$. For $t\ge0$ and $t_0=+\infty$ all $t_k\ge t\ge0$, the same substitution gives $\psi(t)=e^{-iE_at}\phi_-(g(t))$, and now $\dot g=-\epsilon g$. Evaluated at $t=0$, where $g=\lambda$, the two equations are

$$(H-E_a)|\phi_\pm\rangle=\pm\,i\epsilon\lambda\,\partial_\lambda|\phi_\pm\rangle .\tag{4}$$

They are exact for every $\epsilon>0$. Inserting $\phi_\pm=\sum_n\lambda^n\phi_\pm^{(n)}$ with $\phi_\pm^{(0)}=|a\rangle$, and using $\lambda\partial_\lambda\lambda^n=n\lambda^n$, the coefficient of $\lambda^n$ gives a purely algebraic recursion,

$$(H_0-E_a\mp i\epsilon n)\,\phi_\pm^{(n)}=-V\phi_\pm^{(n-1)}.\tag{5}$$

The operator on the left has eigenvalues $E_k-E_a\mp i\epsilon n$, which never vanish. For the component along $|a\rangle$ the eigenvalue is $\mp i\epsilon n$, and this is the source of the poles in $\epsilon$.

Projecting the upper equation (4) on $\langle a|$ and dividing by $\langle a|\phi_+\rangle$ gives the one-sided quantity of the Gell-Mann–Low theorem,

$$D\equiv i\epsilon\lambda\,\partial_\lambda\ln\langle a|\phi_+\rangle=\frac{\langle a|H-E_a|\phi_+\rangle}{\langle a|\phi_+\rangle}.\tag{6}$$

For the symmetric quantity the lower equation is needed as a bra. Because $\lambda$ is real, the adjoint commutes with $\partial_\lambda$; because $H$ is Hermitian and the adjoint turns $-i$ into $+i$, one has $\langle\phi_-|(H-E_a)=+i\epsilon\lambda\,\partial_\lambda\langle\phi_-|$. The product rule applied to (3) then produces two equal terms,

$$i\epsilon\lambda\,\partial_\lambda S=\big(i\epsilon\lambda\,\partial_\lambda\langle\phi_-|\big)|\phi_+\rangle+\langle\phi_-|\big(i\epsilon\lambda\,\partial_\lambda|\phi_+\rangle\big)=2\,\langle\phi_-|H-E_a|\phi_+\rangle,$$

and wherever $S\neq0$,

$$\Sigma\equiv\frac{i\epsilon\lambda}{2}\,\partial_\lambda\ln S=\frac{\langle\phi_-|H-E_a|\phi_+\rangle}{\langle\phi_-|\phi_+\rangle}.\tag{7}$$

The factor $1/2$ in (1) is there because the past and the future half-axis each contribute the matrix element once. Equation (7) is again exact at finite $\epsilon$. Its right side is unchanged when $\phi_+$ or $\phi_-$ is multiplied by any number, so a phase that diverges as $\epsilon\to 0$ drops out and only the directions of the two vectors matter. If both directions tend to that of the eigenvector, the quotient tends to $\Delta E$.

That the directions converge can be shown order by order in $\lambda$ in any finite dimension. Write $\phi_+=NR$ with the number $N=\langle a|\phi_+\rangle$, so that $\langle a|R\rangle=1$. As $N=1+O(\lambda)$, the division is allowed for power series. Then $\partial_\lambda\phi_+=N(\partial_\lambda\ln N)R+N\partial_\lambda R$, and (4) divided by $N$ reads

$$(H-E_a)R=D\,R+i\epsilon\lambda\,\partial_\lambda R .\tag{8}$$

Projection on $\langle a|$ uses $\langle a|(H_0-E_a)=0$ and $\langle a|\partial_\lambda R\rangle=0$, and gives $D=\lambda\langle a|V|R\rangle$. Expand $R=|a\rangle+\sum_{n\ge1}\lambda^nR_n$, where each $R_n$ is orthogonal to $|a\rangle$, and $D=\sum_{n\ge1}\lambda^nD_n$. With $Q=1-|a\rangle\langle a|$ and $R_0=|a\rangle$, the two projections at order $\lambda^n$ are

$$D_n=\langle a|V|R_{n-1}\rangle,\qquad(H_0-E_a-i\epsilon n)R_n=-QVR_{n-1}+\sum_{k=1}^{n-1}D_kR_{n-k}.\tag{9}$$

The term $k=n$ is $D_nQ|a\rangle=0$. The second equation lives in the space orthogonal to $|a\rangle$, where the eigenvalues $E_k-E_a-i\epsilon n$ stay away from zero as $\epsilon\to0$; this is the one place where non-degeneracy is used. By induction every $R_n$ and $D_n$ is a rational function of $\epsilon$ without a pole at $\epsilon=0$. At $\epsilon=0$, equation (8) is the eigenvalue equation $(H-E_a-D)R=0$ with $\langle a|R\rangle=1$, and (9) is its Rayleigh–Schrödinger recursion, which fixes the solution uniquely. Call this solution $R^0$ and its eigenvalue $E=E_a+\Delta E$. The vector $\phi_-$ obeys the same equations with $\epsilon\to-\epsilon$, so at each order in $\lambda$

$$R_\pm=R^0\pm\epsilon\,r+O(\epsilon^2)$$

with one and the same vector $r$. In (7) the numbers $N_\pm$ cancel, and $\langle R_-|R_+\rangle=1+O(\lambda^2)$ may be inverted as a power series. Subtracting $\Delta E$,

$$\Sigma-\Delta E=\frac{\langle R_-|H-E|R_+\rangle}{\langle R_-|R_+\rangle}=-\,\epsilon^2\,\frac{\langle r|H-E|r\rangle}{\langle R^0|R^0\rangle}+O(\epsilon^3),\tag{10}$$

because $H-E$ annihilates $R^0$ both to the right and to the left, so that only the product of the two deviations, $-\epsilon r$ in the bra and $+\epsilon r$ in the ket, survives at lowest order. This proves (1) at each order in $\lambda$, and it shows that the error has no term linear in $\epsilon$.

The coefficient follows from the part of (8) linear in $\epsilon$. With $D=\Delta E+\epsilon D'+O(\epsilon^2)$ that part is $(H-E)r=D'R^0+i\lambda\,\partial_\lambda R^0$. Let $\psi_n$ be the normalized eigenvectors of $H(\lambda)$, $\Omega_n$ their energies measured from $E$, and $\bar V_{na}=\langle\psi_n|V|\psi_a\rangle$; the bar marks elements between exact eigenvectors. Choose the phase of $\psi_a$ so that $\langle\psi_a|\partial_\lambda\psi_a\rangle=0$. Differentiating $(H-E)\psi_a=0$ gives $(H-E)\partial_\lambda\psi_a=-(V-\partial_\lambda E)\psi_a$, and projection on $\psi_n$ with $n\ne a$ gives $\langle\psi_n|\partial_\lambda\psi_a\rangle=-\bar V_{na}/\Omega_n$. Since $R^0=\psi_a/\langle a|\psi_a\rangle$,

$$\partial_\lambda R^0=\frac{\partial_\lambda\psi_a}{\langle a|\psi_a\rangle}-\psi_a\,\frac{\langle a|\partial_\lambda\psi_a\rangle}{\langle a|\psi_a\rangle^2}.$$

Projecting the equation for $r$ on $\psi_n$ removes every term along $\psi_a$ and leaves $\Omega_n\langle\psi_n|r\rangle=-i\lambda\bar V_{na}/(\Omega_n\langle a|\psi_a\rangle)$. Then $\langle r|H-E|r\rangle=\sum_{n\ne a}\Omega_n|\langle\psi_n|r\rangle|^2$, and $\langle R^0|R^0\rangle=|\langle a|\psi_a\rangle|^{-2}$ cancels the overlap. Projecting on $\psi_a$ makes the left side zero, so $0=D'/\langle a|\psi_a\rangle-i\lambda\langle a|\partial_\lambda\psi_a\rangle/\langle a|\psi_a\rangle^2$, which fixes $D'$. The results are

$$\Sigma=\Delta E+c\,\epsilon^2+O(\epsilon^3),\qquad c=-\lambda^2\sum_{n\ne a}\frac{|\bar V_{na}|^2}{\Omega_n^3},\tag{11}$$

$$D=\Delta E+\epsilon D'+O(\epsilon^2),\qquad D'=i\lambda\frac{\langle a|\partial_\lambda\psi_a\rangle}{\langle a|\psi_a\rangle}=-i\lambda\sum_{n\neq a}\frac{\langle a|\psi_n\rangle\bar V_{na}}{\Omega_n\langle a|\psi_a\rangle}.\tag{12}$$

The coefficient $c$ is real, so an imaginary part of $\Sigma$ can begin only at order $\epsilon^3$. For the lowest level all $\Omega_n>0$ and $c\le0$: at leading order in $\epsilon$ the symmetric value lies below the true shift. This does not conflict with the variational principle, because bra and ket in (7) are different vectors whose deviations have opposite sign.

An argument order by order does not by itself cover a finite $\lambda$, since the sum over orders and the limit $\epsilon\to0$ need not commute. For two levels the limit can be proved directly. Let $\omega=E_b-E_a>0$, $\delta=V_{aa}-V_{bb}$ and $v\neq0$, made real by the choice of phase of $|b\rangle$. The matrix $H(g)-E_a$ has diagonal elements $gV_{aa}$ and $\omega+gV_{bb}$, whose difference is $u=\omega-g\delta$, and off-diagonal element $gv$. Its eigenvalues $e_a<e_b$ and their gap are

$$e_a=\Delta E(g)=gV_{aa}+\frac u2-\frac\Omega2,\qquad\Omega(g)=e_b-e_a=\sqrt{u^2+4g^2v^2}.\tag{13}$$

The gap is $\omega$ at $g=0$ and at least $2|gv|$ elsewhere, so it has a positive minimum on $0\le g\le\lambda$. The eigenvectors can be taken real and smooth in $g$. Differentiating the normalization and orthogonality conditions gives $\partial_g\psi_a=\kappa\psi_b$ and $\partial_g\psi_b=-\kappa\psi_a$, with $\kappa=-\bar V_{ba}/\Omega$ from the formula above. Write $\phi_+(g(t))=\alpha\psi_a+\beta\psi_b$ for $t\le0$, with $|\alpha|^2+|\beta|^2=1$ and $\beta\to0$ as $t\to-\infty$. In (4) the operator $\epsilon g\partial_g$ is $d/dt$, and with $k(t)=\epsilon g\kappa$ the two projections are

$$i\dot\alpha=e_a\alpha+ik\beta,\qquad i\dot\beta=e_b\beta-ik\alpha .$$

Remove the dynamical phases by $\alpha=Ae^{-i\int_0^te_a}$ and $\beta=Be^{-i\int_0^te_b}$, so that $A=\alpha$ and $B=\beta$ at $t=0$. With $\Theta(t)=\int_0^t\Omega\,dt'$ the equations become $\dot A=kBe^{-i\Theta}$ and $\dot B=-kAe^{i\Theta}$. Integrate the second from $-\infty$ to $0$, write $e^{i\Theta}=(i\Omega)^{-1}\frac{d}{dt}e^{i\Theta}$, and integrate by parts. Setting $k/\Omega=\epsilon f(g)$ with $f=g\kappa/\Omega$, which vanishes at $t=-\infty$,

$$B(0)=i\epsilon f(\lambda)A(0)-i\epsilon\int_{-\infty}^0e^{i\Theta}A\,\frac{df}{dt}\,dt-i\epsilon\int_{-\infty}^0 f\,k\,B\,dt .\tag{14}$$

In the integrals $dt=dg/(\epsilon g)$, so $|df/dt|\,dt=|f'|\,dg$ and $|k|\,dt=|\kappa|\,dg$. With $|A|,|B|\le1$,

$$|\beta|\le\epsilon\Big(|f(\lambda)|+\int_0^\lambda|f'|\,dg+\int_0^\lambda|f\kappa|\,dg\Big)=\epsilon K(\lambda),$$

where $K$ is finite because the gap is open. The same bound holds at every earlier time with $g(t)$ in place of $\lambda$. Used in the last integral of (14), it makes that term $O(\epsilon^2)$. In the middle integral $df/dt=\epsilon gf'$, and a second integration by parts with $h=gf'/\Omega$ bounds the term by $\epsilon^2\big(|h(\lambda)|+\int_0^\lambda|h'|dg+\int_0^\lambda|h\kappa|dg\big)$. Hence the admixture of the upper eigenstate is

$$\eta\equiv\frac\beta\alpha=-\,\frac{i\epsilon\lambda\bar V_{ba}}{\Omega^2}+O(\epsilon^2),\tag{15}$$

and since $f$, $h$ and $K$ vanish linearly at small $\lambda$, the remainder carries a factor $\lambda$ too. For real $V$ the recursion (5) for $\phi_-$ is the complex conjugate of that for $\phi_+$, so $\phi_-=\phi_+^*$ and the bra $\langle\phi_-|$ has the components $\alpha,\beta$ without conjugation. Then $S=\alpha^2+\beta^2$, and (7) and (6) become

$$\Sigma=\frac{e_a\alpha^2+e_b\beta^2}{\alpha^2+\beta^2}=\Delta E+\frac{\Omega\,\eta^2}{1+\eta^2},\qquad D=\Delta E+\frac{\Omega\,\eta\,\langle a|\psi_b\rangle}{\langle a|\psi_a\rangle+\eta\langle a|\psi_b\rangle}.\tag{16}$$

For small $\epsilon$, $|S|\ge|\alpha|^2-|\beta|^2=1-2|\beta|^2>0$, so the logarithm is safe. Inserting (15) into (16) reproduces (11) and (12) at finite $\lambda$, and (1) is proved for two levels. By (16) the distance of $\Sigma$ from the limit is close to $\Omega|\eta|^2$ when $|\eta|\ll1$, and this must be small compared with the part of the shift that is wanted.

The behaviour of $S$ itself now follows. Equation (7) reads $\lambda\,\partial_\lambda\ln S=-(2i/\epsilon)\Sigma$, and $S=1$ at $\lambda=0$. Integrating with (11), which is allowed down to $g=0$ because $\Delta E=O(g)$ and the other terms are $O(g^2)$,

$$\ln S=-\frac{2i}{\epsilon}\int_0^\lambda\frac{\Delta E(g)}{g}\,dg-2i\epsilon\int_0^\lambda\frac{c(g)}{g}\,dg+O(\epsilon^2).\tag{17}$$

The first term equals $-i\int_{-\infty}^\infty\Delta E(g(t))\,dt$, the dynamical phase collected while the level is displaced. It diverges as $1/\epsilon$, which is why $S$ has no limit; the operation $\lambda\partial_\lambda$ undoes the integration over $dg/g$, and the factor $i\epsilon/2$ removes the prefactor. The modulus follows from $|S|=|\alpha|^2|1+\eta^2|=|1+\eta^2|/(1+|\eta|^2)$. By (15) $\eta^2=-|\eta|^2$ at leading order, so $|S|\approx1-2|\eta|^2$ and the probability of ending in the other level is

$$1-|S|^2=\frac{4\epsilon^2\lambda^2\bar V_{ba}^2}{\Omega^4}+O(\epsilon^3).\tag{18}$$

It is the squared difference $|\eta-(-\eta)|^2$ between the admixture $\eta$ that the rising branch delivers at $t=0$ and the admixture $-\eta$ that the falling branch needs in order to return wholly to $|a\rangle$.

In applications (1) is expanded in the Dyson terms. Write $S=1+\sum_n\lambda^nS_n$. From $\ln(1+x)=x-x^2/2+\dots$ one has $\ln S=\lambda S_1+\lambda^2(S_2-S_1^2/2)+O(\lambda^3)$, and $\lambda\partial_\lambda$ multiplies the term of order $n$ by $n$:

$$\Sigma=\frac{i\epsilon}{2}\Big[\lambda S_1+\lambda^2\,(2S_2-S_1^2)+\dots\Big].\tag{19}$$

For two levels the first term of (2) has $\langle a|V_I(t)|a\rangle=V_{aa}$, so $S_1=-iV_{aa}\cdot2/\epsilon$ and $\Sigma_1=(i\epsilon/2)(-2iV_{aa}/\epsilon)=V_{aa}$ at every $\epsilon$. In second order insert the unperturbed states $|n\rangle$ between the two operators. With $\omega_n=E_n-E_a$, $\langle a|V_I(t_1)|n\rangle\langle n|V_I(t_2)|a\rangle=|V_{an}|^2e^{-i\omega_n(t_1-t_2)}$, and with $(-i)^2=-1$,

the second-order term $S_2$ becomes a double time integral, which is still to be evaluated. Formula (1) has been proved order by order in $\lambda$ for any finite dimension and at finite $\lambda$ for two levels, with an error quadratic in $\epsilon$; the explicit second-order result, the numerical tests and the use in bound-state QED remain.
